Why Hopping Pairs Give an Almost Frequency-Linear Alternating Conductivity

**1. The result**

Carriers that hop back and forth within isolated pairs of localized sites give the alternating conductivity

σ(ω) = (π⁴/384) e² g² kT a⁵ ω [L⁴ + (3π²/2)L² + 5π⁴/16],  L = ln(ν₀/ω).   (1)

Here σ is the real part of the conductivity, ω the angular frequency, g the density of localized states per volume and energy, a the decay length of a wavefunction exp(−r/a), and ν₀ the attempt rate. The local exponent s = d ln σ/d ln ω is

s = 1 − (4L³ + 3π²L)/(L⁴ + 3π²L²/2 + 5π⁴/16) ≈ 1 − 4/L.   (2)

The relaxation time of a pair grows exponentially with its length, so equal steps of length are equal steps of ln τ. At every frequency well below ν₀ some pairs therefore have ωτ near 1, and these absorb most strongly. They are relaxing pairs, not resonant ones: no level splitting has to match ħω. Slower pairs are longer, so each logarithmic interval of larger τ holds somewhat more pairs, with larger dipoles. This slow growth keeps s below 1.

The model assumes randomly placed sites, constant g within several kT of the Fermi level, a weak field, and no double occupation of a site. Pairs are isolated, and the two sites of a pair do not repel each other's carriers. The relaxation time depends on the distance R alone:

τ = τ₀ exp(2R/a),  τ₀ = 1/ν₀.   (3)

The factor 2 appears because the rate follows the square of a tunnelling amplitude, taken here as proportional to exp(−R/a). Any further dependence of this amplitude on R, such as a polynomial factor, is neglected; it would change both σ and s.

**2. First contribution: the loss of one pair**

Let one carrier occupy site 1 or 2 with probabilities p₁ + p₂ = 1, and let D = E₁ − E₂ be the difference of the site energies. With W₁₂ the rate from 1 to 2,

dp₁/dt = −W₁₂p₁ + W₂₁(1 − p₁) = −(p₁ − p₁ᵉ)/τ,

1/τ = W₁₂ + W₂₁,  p₁ᵉ = W₂₁/(W₁₂ + W₂₁).

Detailed balance, W₁₂/W₂₁ = exp(D/kT), gives p₁ᵉ = 1/[1 + exp(D/kT)]. Its derivative is dp₁ᵉ/dD = −p₁p₂/kT, with equilibrium values on the right.

A field of amplitude F at angle θ to the pair adds v cos ωt to D, where |v| = eFR|cos θ|. The difference p₁ − p₁ᵉ is already of first order in v, so τ may be taken at zero field. The change q of p₁ then obeys

dq/dt = −[q + (p₁p₂v/kT) cos ωt]/τ,

with the steady solution

q = −(p₁p₂v/kT)(cos ωt + ωτ sin ωt)/(1 + ω²τ²).

The field does work on the carrier at the rate p₁ dE₁/dt + p₂ dE₂/dt = p₁ dD/dt + dE₂/dt. The last term averages to zero over a cycle. Since dD/dt = −vω sin ωt, only the sine part of q contributes, and ⟨sin²⟩ = 1/2 gives the mean power

P = (v²/2)(p₁p₂/kT) ω²τ/(1 + ω²τ²).

The power per volume is σF²/2. Pairs of density n therefore contribute

σ = n e²R²cos²θ (p₁p₂/kT) ω²τ/(1 + ω²τ²).   (4)

For ωτ ≪ 1 the carrier follows the field almost in phase and absorbs little, and σ ∝ ω². For ωτ ≫ 1 it hardly moves within a cycle, and σ levels off at a value proportional to 1/τ. A single distance thus gives slope 2 and then slope 0. The computed slopes are 2.000 at ωτ = 0.01 and 0.000 at ωτ = 100. The near-linear law belongs to the collection of pairs.

**3. Second contribution: how many pairs can respond**

An empty pair has no carrier to move, and a full pair has no free site. With A = exp(−E₁/kT) and B = exp(−E₂/kT), energies measured from the Fermi level, the partition sum is

Z = 1 + A + B + AB.

The probability of a single carrier is (A + B)/Z, and then p₁ = A/(A + B) and p₂ = B/(A + B). The weight needed in (4) is

w = [(A + B)/Z] p₁p₂ = AB/[(A + B)Z].

Set E₁ = kT(u + x/2) and E₂ = kT(u − x/2), so that dE₁dE₂ = (kT)² du dx. With C = cosh(x/2),

AB = e⁻²ᵘ,  A + B = 2e⁻ᵘC,  Z = 2e⁻ᵘ(C + cosh u),

w = 1/[4C(C + cosh u)].

For the integral over u, put t = eᵘ. The denominator t² + 2Ct + 1 factors into (t + e^(x/2))(t + e^(−x/2)), and partial fractions give

∫ du/(C + cosh u) = ∫₀^∞ 2 dt/(t² + 2Ct + 1) = x/sinh(x/2).

Because 2 sinh(x/2) cosh(x/2) = sinh x,

∫∫ w dE₁dE₂ = (kT)² ∫ x/(2 sinh x) dx, over all x.

The integrand is even, so this equals (kT)² ∫₀^∞ x/sinh x dx. Expanding 1/sinh x = 2Σ exp[−(2j+1)x], with j = 0, 1, 2, …, gives 2Σ1/(2j+1)² = π²/4. Hence

∫∫ w dE₁dE₂ = (π²/4)(kT)².   (5)

A direct sum over both energies gives 2.46740 (kT)², in agreement with π²/4. Only a band of energies of order kT is active on each site. This supplies (kT)², and the factor 1/kT in (4) removes one power, so σ ∝ T when τ₀ and g do not depend on temperature. Spin degeneracy multiplies A and B by 2. That shifts both energies by kT ln 2 and changes nothing when g is constant.

**4. Third contribution: the supply in each interval of ln τ**

The density of pairs is ½g² dE₁dE₂ 4πR²dR, where ½ prevents double counting. Random orientation gives ⟨cos²θ⟩ = 1/3. With (4) and (5),

σ = ½g² (π²/4)(kT)² ∫ 4πR² [e²R²/(3kT)] ω²τ/(1 + ω²τ²) dR

 = (π³/6) e²g²kT ∫ R⁴ ω²τ/(1 + ω²τ²) dR.   (6)

Two powers of R come from the number of pairs in a shell and two from the squared dipole.

Now define y = ln ωτ. From (3), y = 2R/a − L, and therefore

R = (a/2)(L + y),  dR = (a/2) dy,

ω²τ/(1 + ω²τ²) = ω/(ωτ + 1/ωτ) = ω/(2 cosh y).

Equation (6) becomes

σ = (π³/192) e²g²kT a⁵ ω ∫ (L + y)⁴/(2 cosh y) dy,  from y = −L to ∞.   (7)

The factor 1/(2 cosh y) is a peak of fixed shape, centred at ωτ = 1. A change of frequency slides it along the distribution without changing its width or area. If the distribution were flat in ln τ, the integral would be constant and σ would be proportional to ω. The factor (L + y)⁴ is the departure from flatness.

The lower limit may be moved to −∞. Since 1/(2 cosh y) < eʸ, the added piece is less than 24e^(−L), which is negligible for L ≫ 1. The moments follow from

I(q) = ∫ exp(iqy)/(2 cosh y) dy, over all y.

Shifting the path by iπ reverses the sign of cosh y and multiplies the exponential by exp(−πq). The closed contour encloses the pole at iπ/2, so

I(q)[1 + exp(−πq)] = π exp(−πq/2),

I(q) = (π/2)/cosh(πq/2) = (π/2)[1 − π²q²/8 + 5π⁴q⁴/384 − …].

Comparison with (π/2)[1 − q²⟨y²⟩/2 + q⁴⟨y⁴⟩/24 − …] gives area π/2, ⟨y²⟩ = π²/4 and ⟨y⁴⟩ = 5π⁴/16. Odd moments vanish by symmetry, so

⟨(L + y)⁴⟩ = L⁴ + 6L²⟨y²⟩ + ⟨y⁴⟩ = L⁴ + (3π²/2)L² + 5π⁴/16.

Multiplying by (π³/192)(π/2) = π⁴/384 gives (1).

As a test of the averages over energy, direction and distance, (4) was summed over all pairs closer than half the box side, for randomly placed sites in a periodic box. The ratio of this sum to (1) was 0.996 at L = 8 and 0.994 at L = 9. The slope between the two was 0.573, against 0.571 from (2) at L = 8.5.

**5. Weighing the causes of the exponent**

Write B(L) for the bracket in (1). Since dL/d ln ω = −1, s = 1 − B′(L)/B(L), which is (2). For large L the first correction follows from dividing the two polynomials:

s ≈ 1 − (4/L)[1 − 3π²/(4L²)].

The approach to 1 is logarithmic. Even at ν₀/ω = 10¹⁰ the exponent is 0.829.

The four powers of R can be removed two at a time. At 1 MHz and ν₀ = 10¹² s⁻¹, the weight R⁴ gives s = 0.682. The weight R² gives 0.836, and a weight independent of R gives 1.000. The growing number of pairs and the growing dipole thus share the shortfall about equally.

Breadth by itself is not sufficient. Suppose τ = τ₀(R/a)^m instead of (3). Then dR = (R/m) d ln τ, and the weight R⁴dR becomes proportional to τ^(5/m) d ln τ. Since τ = eʸ/ω,

σ ∝ ω · ω^(−5/m) ∫ exp(5y/m)/(2 cosh y) dy,  s = 1 − 5/m,

provided m > 5, so that the integral converges. For m = 10 the numerical slope is 0.500, although the times again extend over many decades. A nearly linear law needs a distribution that is nearly flat in ln τ, and exponential tunnelling provides it.

Tunnelling is not the only mechanism that can do so. Take pairs of one length with τ = τ₀ exp(W/kT) and barriers W spread evenly over a range much wider than kT. Then dW = kT d ln τ, and σ ∝ ω inside the corresponding window. A measured slope near 1 does not by itself identify tunnelling.

The supply also has an end. For ω ≫ ν₀ every pair has ωτ ≫ 1, and the frequency factor in (6) becomes ν₀ exp(−2R/a). With ∫₀^∞ R⁴exp(−2R/a)dR = 24(a/2)⁵,

σ → (π³/8) e²g²kT a⁵ν₀.

This plateau is a limit of the model. At such frequencies a constant attempt rate is no longer a safe assumption.

**6. A depleted oxide film**

Take a 50 nm film of amorphous In-Ga-Zn oxide at 300 K, where kT = 25.85 meV. For illustration, let g = 10¹⁸ cm⁻³eV⁻¹, a = 1 nm, ν₀ = 10¹² s⁻¹ and the relative permittivity be 10. This decay length is long for deep states. With an effective mass m of 0.34 electron masses, the estimate a = ħ/√(2mE) gives 1 nm for a state E ≈ 0.11 eV below the band, but only about 0.4 nm at the depth of 0.8 eV used in section 7. With a = 0.4 nm and all else fixed, σ is about a hundred times smaller than the values below, and the pairs that matter at 1 MHz are about 2.4 nm long.

At 1 MHz, ω = 6.28×10⁶ s⁻¹ and L = 11.98. The pairs with ωτ = 1 have length aL/2 = 5.99 nm. The bracket is

L⁴ + (3π²/2)L² + 5π⁴/16 ≈ 20600 + 2120 + 30 = 22750.

Because g is 10²⁴ m⁻³ per eV, eg = 10²⁴ m⁻³V⁻¹, and

σ = 0.2537 × 10⁴⁸ × 4.14×10⁻²¹ × 10⁻⁴⁵ × 6.28×10⁶ × 22750

 ≈ 1.5×10⁻⁷ S/m = 1.5×10⁻⁹ S/cm.

The exponent is 1 − 7232/22750 = 0.68. At three frequencies the model gives:

0.1 MHz: aL/2 = 7.1 nm, σ = 2.9×10⁻¹⁰ S/cm, s = 0.73
1 MHz: aL/2 = 6.0 nm, σ = 1.5×10⁻⁹ S/cm, s = 0.68
10 MHz: aL/2 = 4.8 nm, σ = 6.7×10⁻⁹ S/cm, s = 0.62

Over these two decades σ grows by a factor of 22.8, where strict proportionality would give 100. "Nearly linear" is thus a loose description here. The loss tangent σ/(ωε₀εᵣ) falls from 5.3×10⁻⁴ to 1.2×10⁻⁴.

The supply can be counted in equivalent symmetric pairs, each holding one carrier and having p₁p₂ = 1/4. Per decade of τ around 1/ω there are 2.4×10¹⁵ cm⁻³ at 0.1 MHz and 1.1×10¹⁵ cm⁻³ at 10 MHz. The ratio is that of the squared distances. At 1 MHz, 83% of the loss comes from pairs whose τ lies within a factor of 10 of 1/ω. The loss-weighted mean distance is 6.4 nm, slightly above aL/2, because R⁴ favours the longer pairs within the peak.

**7. Weighing what was left out**

Each effect below is applied alone, at 1 MHz, with the other parameters fixed.

A common barrier has the largest effect among the corrections computed here. If every hop needs an extra 0.1 eV, for instance from lattice relaxation around the carrier, ν₀ is multiplied by exp(−0.1 eV/kT). L drops to 8.1, σ falls to 0.23 of its value, and s becomes 0.555. L then depends on temperature, and so does s.

Repulsion between carriers on the two sites is 24 meV at 6 nm, comparable with kT. It suppresses double filling and leaves more pairs with one carrier. σ rises by a factor of 1.28 and s to 0.70. The exponent rises because higher frequencies select shorter pairs, whose repulsion is stronger. The effect of repulsion on g itself is not included.

If downhill hops have rate ν₀exp(−2R/a) and uphill hops an extra factor exp(−|D|/kT), σ rises by 9%. If g varies as exp(E/0.2 eV), with its value at the Fermi level fixed, σ rises by 13 to 14%.

For a field across the film, the surfaces remove pairs that would extend beyond them. The lost fraction at one orientation is R|cos θ|/d, where d is the thickness. Weighting by cos²θ gives (3/4)R/d, since ⟨|cos θ|³⟩/⟨cos²θ⟩ = (1/4)/(1/3). With R = 6.4 nm the loss is about 10%.

Isolation sets the low-frequency limit. From a site at the Fermi level, a site at energy E is reachable within about 1/ω if 2R/a + |E|/kT < L. The energy term covers both the cost of an uphill hop and the rarity of a vacancy below the Fermi level. The number of such sites is

N = g ∫ (4π/3)[(a/2)(L − |E|/kT)]³ dE = (π/12) g kT a³L⁴.

It is 0.14 at 1 MHz and 0.28 at 0.1 MHz, and it reaches 1 near 500 Hz. Isolation fails gradually. Third sites open extra paths and raise σ above (1): for the parameters of section 6, by roughly 5% at 10 MHz, 10% at 1 MHz and a quarter at 0.1 MHz. This lowers the mean slope over these two decades by about 0.04, and the tabulated low-frequency values are correspondingly low. Toward 500 Hz pairs join into clusters, and (1) must not be extrapolated to direct current.

Band conduction depends on depletion. With a mobility of 10 cm²/Vs, an effective density of band states of 5×10¹⁸ cm⁻³ and a Fermi level 0.8 eV below the band, it is 2.9×10⁻¹³ S/cm, far below the pair term for the illustrative g and a = 1 nm. With g and a held fixed, the two become equal when the depth is reduced by kT ln(1.5×10⁻⁹/2.9×10⁻¹³) ≈ 0.22 eV, to about 0.58 eV. For a Fermi level shallower than this, and the same g and a, band conduction dominates at 1 MHz. If a is instead taken from ħ/√(2mE) at each depth, the crossover moves to about 0.70 eV. If g is also ten times smaller, band conduction exceeds the pair term even at 0.8 eV.

The linear theory is safe for eFR ≪ kT, which means F ≪ 0.043 MV/cm, or an amplitude well below 0.2 V across 50 nm. This condition is conservative when τ does not depend on D: after the average over site energies the loss changes by only about 1% at eFR = kT. An overlap energy of 0.3 eV × exp(−R/a) is 0.75 meV at 6 nm, small against kT, so it hardly shifts the thermal populations. It does mix the two sites of pairs with |D| below about twice the overlap and reduces their dipole; if this mixing is coherent, σ falls by about 3% at 1 MHz and 9% at 10 MHz. The ratio ħω/kT is 1.6×10⁻⁷, which supports the classical treatment of the field. Direct absorption between matched levels is a separate process and is not calculated here.

For a real In-Ga-Zn oxide film the uncertainty of the parameters can change σ by more than most of these corrections do. Since σ ∝ g², a threefold change in g changes σ ninefold. At fixed L, reducing a from 1 to 0.7 nm reduces σ to 0.17 of its value. For deep states the decay length matters most, since 0.4 nm in place of 1 nm lowers σ about a hundredfold. A single barrier-free attempt rate is also open to doubt, and the 0.1 eV case shows a fourfold change in σ from this source at a fixed prefactor. The direction is not fixed: a non-adiabatic polaron rate with a 0.3 eV overlap and a 0.1 eV barrier corresponds to ν₀ near 5×10¹³ s⁻¹, which would raise σ about threefold. The estimate gives the size of a pair-hopping loss under the stated parameters. It does not establish that this loss dominates in a given device. The values for the pair model and its main corrections are in the numerical output below.

Numbers as computed

```
temperature 300 K, kT = 25.85 meV
density of states 1.0e+18 cm^-3 eV^-1, decay length 1.0 nm
attempt rate 1.0e+12 s^-1, relative permittivity 10
film thickness 50 nm
energy integral / (kT)^2 = 2.46740; pi^2/4 = 2.46740
prefactor pi^4/384 = 0.2537
f = 0.1 MHz: L = 14.28, distance aL/2 = 7.14 nm
  sigma = 2.947e-10 S/cm, leading L^4 term 2.745e-10 S/cm
  slope s = 0.730, estimate 1-4/L = 0.720
  loss tangent = 5.30e-04
  equivalent pairs per decade of tau 2.43e+15 cm^-3
  reachable neighbours per site 0.281
f = 1.0 MHz: L = 11.98, distance aL/2 = 5.99 nm
  sigma = 1.501e-09 S/cm, leading L^4 term 1.359e-09 S/cm
  slope s = 0.682, estimate 1-4/L = 0.666
  loss tangent = 2.70e-04
  equivalent pairs per decade of tau 1.71e+15 cm^-3
  reachable neighbours per site 0.139
f = 10.0 MHz: L = 9.68, distance aL/2 = 4.84 nm
  sigma = 6.719e-09 S/cm, leading L^4 term 5.784e-09 S/cm
  slope s = 0.616, estimate 1-4/L = 0.587
  loss tangent = 1.21e-04
  equivalent pairs per decade of tau 1.12e+15 cm^-3
  reachable neighbours per site 0.059
sigma(10 MHz)/sigma(0.1 MHz) = 22.8
slope for nu0/w = 1e10: 0.829
random sites: sum/formula = 0.996 (L=8), 0.994 (L=9)
random sites: slope 0.573, formula at L=8.5 0.571
Causes of the slope, at 1 MHz:
  weight R^4, R^2, R^0: s = 0.682, 0.836, 1.000
  tau proportional to R^10: s = 0.500
  one distance: s = 2.000 (w tau=0.01), 0.000 (100)
  loss share with tau within a factor 10 of 1/w: 0.827
  loss-weighted mean distance 6.39 nm
Neglected effects at 1 MHz, each alone:
  repulsion at aL/2: 24.0 meV
  with repulsion: sigma factor 1.28, s = 0.700
  downhill/uphill rates: sigma factor 1.089
  density of states ~ exp(E/0.2 eV): factor 1.135
  common barrier 0.1 eV: L = 8.11, factor 0.234, s = 0.555
  pairs cut by film surfaces: loss fraction 0.096
  one reachable neighbour per site at f = 487 Hz
  band inputs: 10 cm2/Vs, 5e+18 cm^-3, 0.8 eV
  band conductivity 2.91e-13 S/cm
  field where e F R = kT: 0.0432 MV/cm
  overlap energy 0.3 eV * exp(-R/a) = 0.752 meV
  photon energy / kT = 1.60e-07
```
